Corrective potential for charged periodic cells: point, Gaussian and density countercharges

A plane-wave calculation of an isolated ion solves the electrostatics of a different system: an infinite lattice of copies of the ion in a uniform neutralising background. For the model cation defined further down, of net charge +1, the electrostatic energy in open space is 0.40538 Ha, while the same density in a cubic cell of side 12 bohr gives 0.29125 Ha, lower by 0.11413 Ha or 3.106 eV. Doubling the side to 24 bohr leaves 0.05862 Ha, so enlarging the cell is a slow cure. The potential is wrong as well, by a function of position, and in a self-consistent calculation the electrons respond to it. The corrective potential is the difference between the two potentials.

**Definitions**

Hartree atomic units are used. The charge density ρ is held fixed and has moments q = ∫ρ, p = ∫ρ r, Q = ∫ρ r². The cell has volume Ω, lattice vectors R and reciprocal vectors G; a prime on a sum omits R = 0. The open potential obeys ∇²v = −4πρ and vanishes at infinity. The periodic density Σ_R ρ(r−R) has Fourier coefficients ρ(G) = Ω⁻¹∫ρ e^(−iG·r), with ρ(0) = q/Ω, and the periodic potential is

v'(r) = Σ_{G≠0} 4πρ(G) e^(iG·r)/G².   (1)

Omitting G = 0 does two things: it removes the mean q/Ω from the source, and it sets the cell average of v' to zero. The open energy is E = ½∫ρv. The periodic energy per cell is half the cell integral of the periodic density times v'; the background drops out because v' has zero mean, and since v' is periodic the cell integral over all images unfolds to ½∫ρv' over all space. With v_corr = v − v',

E_corr = E − E' = ½∫ρ v_corr.   (2)

**First derivation: subtracting two Poisson equations**

The Laplacian multiplies each term of (1) by −G², so ∇²v' = −4π[Σ_R ρ(r−R) − q/Ω]. Subtracting this from ∇²v = −4πρ cancels the R = 0 term:

∇²v_corr = −4π[q/Ω − Σ'_R ρ(r−R)].   (3)

The physical density, with all its sharp features, has left the equation. At points where the image densities vanish the source is the constant q/Ω, and this covers the whole cell if ρ is confined to it:

∇²v_corr = −4πq/Ω inside the cell.   (4)

Since ∇²r² = 6, a particular solution is −2πq r²/(3Ω), for any cell shape, and

v_corr = −2πq r²/(3Ω) + u,  ∇²u = 0.   (5)

Two properties of the harmonic part u are needed. The average of u over a sphere of radius s has s-derivative equal to the outward flux of ∇u divided by 4πs², and the flux is the volume integral of ∇²u, which is zero; the average therefore equals the value at the centre. An interior maximum would then force u to take the same value on every small sphere around it and so to be constant, hence u has its extrema on the boundary.

Density countercharge (DCC). Two solutions of (4) differ by a harmonic function, whose extrema lie on the cell faces. Equal boundary values give equal solutions, and boundary values wrong by at most ε give an interior wrong by at most ε. The scheme follows: evaluate v on the faces from the Coulomb integral of the full density, take v' there from (1), and solve (4) with the boundary values v − v'. No model of ρ enters. If the density does reach the faces, one may define ρ as the periodic density cut off at the faces; (4) then holds for that truncated object, which is no longer the isolated system.

The constant source also helps the discretisation. The three-point difference obeys δ_x²f = ∂_x²f + (h²/12)∂_x⁴f + O(h⁴), so the 7-point operator Σ_i δ_i² has the error (h²/12)Σ_i ∂_i⁴f. Because ∇⁴ = Σ_i ∂_i⁴ + 2Σ_{i<j} ∂_i²∂_j², adding cross terms completes the square:

[Σ_i δ_i² + (h²/6)Σ_{i<j} δ_i²δ_j²] f = ∇²f + (h²/12)∇⁴f + O(h⁴).   (6)

For f = v_corr, ∇⁴f is the Laplacian of a constant and vanishes, so this 19-point operator is of fourth order with the right-hand side unchanged. A face neighbour has weight 1/h² − (h²/6)(2·2/h⁴) = 1/(3h²), since it appears in two cross terms with factor −2/h⁴ each; an edge neighbour has 1/(6h²); the centre has −(6/3 + 12/6)/h² = −4/h². All neighbour weights are positive, so a discrete homogeneous solution is a weighted average of its neighbours and the bound on boundary errors carries over to the grid.

Point countercharge (PCC). Let w(r) be v_corr for a unit point charge at the origin. Moving the charge to r' moves its images with it and leaves the background unchanged, so its corrective potential is w(r−r'), and by linearity

v_corr(r) = ∫ρ(r') w(r−r') d³r'.   (7)

A lattice is symmetric under inversion, so w is even. Then δE_corr = ½∫δρ (w*ρ) + ½∫ρ (w*δρ) = ∫δρ v_corr, where * is the convolution (7): v_corr is the functional derivative of E_corr, and the two can be used together in a self-consistent calculation.

For w, (5) holds with q = 1 away from the points R ≠ 0. In the Taylor series of u the Laplacian maps degree n to degree n−2, so each degree is harmonic separately. For a cube of side L, inversion removes the odd degrees. At degree 2, mirror planes remove xy, xz, yz and permutation of the axes leaves a·r², harmonic only for a = 0. At degree 4 the invariants are x⁴+y⁴+z⁴ and r⁴, with Laplacians 12r² and 20r², which leaves one harmonic combination,

K₄(r) = x⁴ + y⁴ + z⁴ − (3/5) r⁴.

L is the only length and w has dimension 1/length, so

w(r) = α₀/L − 2πr²/(3L³) + b₄K₄(r)/L⁵ + O(r⁶/L⁷),   (8)

with pure numbers α₀ and b₄. The local equation cannot fix them, because they belong to u and so to the boundary data.

Keeping the first two terms of (8) in (7) and writing |r−r'|² = r² − 2r·r' + r'² gives

v_PCC(r) = α₀q/L − 2π(q r² − 2p·r + Q)/(3L³).   (9)

In ½∫ρv_PCC the bracket integrates to qQ − 2p² + Qq, so

E_PCC = α₀q²/(2L) − 2π(qQ − p²)/(3L³),   (10)

which is the Makov–Payne form. Under a shift of origin by a, p → p − qa and Q → Q − 2a·p + qa²; both qQ and p² change by −2q a·p + q²a², and (10) is unchanged. For a neutral system (9) reduces to a constant plus the uniform-field term 4πp·r/(3L³), and (10) to +2πp²/(3L³). The first omitted term is

E₄ = (b₄/2L⁵) I₄,  I₄ = ∬ρ(r)ρ(r')K₄(r−r'),   (11)

and the next is of order L⁻⁷.

Gaussian countercharge (GCC). Take a spherical unit charge about the origin, small enough that r − r' stays clear of every R ≠ 0. In (7), shell by shell, the harmonic part of w averages to its value at r, while |r−r'|² averages to r² + ⟨r'²⟩. The convolution is w(r) − 2π⟨r'²⟩/(3Ω): the radial shape enters through ⟨r'²⟩ alone. For g_σ = exp(−r²/σ²)/(π^(3/2)σ³) each Cartesian variance is σ²/2, so ⟨r²⟩ = 3σ²/2 and, neglecting the tails,

v_σ − v'_σ ≈ w(r) − πσ²/Ω.   (12)

Here v_σ and v'_σ are the open and periodic potentials of g_σ. GCC replaces ρ in (7) by a sum of Gaussians ρ_G and evaluates v_σ − v'_σ for each. By (12) a Gaussian is a device for computing the whole kernel w, including the terms of degree 4 and above that PCC drops.

**Second derivation: the kernel from an Ewald split**

For a unit point charge ρ(G) = 1/Ω, so w = 1/r − φ with φ = Σ_{G≠0} 4π e^(iG·r)/(ΩG²). Split each coefficient:

1/G² = e^(−σ²G²/4)/G² + [1 − e^(−σ²G²/4)]/G².

The Fourier transform of g_σ is e^(−σ²k²/4), so by (1) the first part sums to v'_σ. The open potential is v_σ = erf(r/σ)/r, because ∇²v_σ = r⁻¹ d²erf(r/σ)/dr² = −4e^(−r²/σ²)/(√π σ³) = −4πg_σ. Hence erfc(r/σ)/r = 1/r − v_σ has the transform 4π[1 − e^(−σ²k²/4)]/k², which tends to πσ² at k = 0. The lattice sum of erfc(|r−R|/σ)/|r−R| is periodic with Fourier coefficients equal to this transform divided by Ω; it is the second part plus a G = 0 term πσ²/Ω, which must be subtracted:

φ = v'_σ + Σ_R erfc(|r−R|/σ)/|r−R| − πσ²/Ω.

The R = 0 term combines with 1/r to give erf(r/σ)/r, so

w(r) = v_σ − v'_σ − Σ'_R erfc(|r−R|/σ)/|r−R| + πσ²/Ω.   (13)

The left side does not depend on σ. The constant is the trace of the zero-mean convention in (1).

The Poisson equation follows term by term. With g_R = g_σ(r−R) and δ_R = δ(r−R), the Laplacians of the first three terms are −4πg_0, then +4π(Σ_R g_R − 1/Ω), then −Σ'(−4πδ_R + 4πg_R). The Gaussians cancel, leaving ∇²w = −4π[1/Ω − Σ'δ_R], and convolution with ρ reproduces (3).

At r = 0, v_σ = 2/(√π σ), and for a cube

α₀/L = 2/(√π σ) − (4π/L³)Σ_{G≠0} e^(−σ²G²/4)/G² − Σ' erfc(R/σ)/R + πσ²/L³.

Summing both series with σ = 0.3L gives α₀ = 2.837297.

For b₄, take a derivative of order n of (13) and let σ → ∞. The constant has no derivative, the derivative of v_σ falls at least as fast as σ^(−n−1), and v'_σ vanishes exponentially. The term erfc(d/σ)/d equals σ⁻¹F(d/σ) with F(x) = erfc(x)/x, whose n-th derivatives are bounded by C/x^(n+1), so each term is bounded by C/d^(n+1) whatever σ is. For n ≥ 3 this bound is summable over the lattice, the limit passes inside the sum, and the derivative of w equals that of −Σ'1/|r−R|. For n ≤ 2 the bound is not summable and the step fails; these are the orders at which the background shows. With 1/|r−R| = Σ_l r^l P_l(cos γ)/R^(l+1), valid for r < R, the degree-4 part of w is −Σ' r⁴P₄(cos γ)/R⁵. It is harmonic and has cubic symmetry, so it is a multiple of K₄. On the z axis K₄ = (2/5)z⁴ and the sum is −S₄z⁴/L⁵, which gives

b₄ = −(5/2)S₄,  S₄ = Σ'_n P₄(n_z/n)/n⁵,   (14)

over integer vectors n. Summation over n ≤ 60 gives S₄ = 3.1082 and b₄ = −7.7706. The Legendre series also fixes the range of (8): it converges for r < L, the distance to the nearest image. Equations (9) to (11) follow as before, with E₄ = −(5/4)S₄I₄/L⁵; the energy series may be used if |r−r'| < L for all pairs of points that carry charge. The Gaussians of the worked example meet this condition up to negligible tails.

Rearranged, (13) is the GCC formula with its tail term:

v_σ − v'_σ = w(r) − πσ²/Ω + Σ'_R erfc(|r−R|/σ)/|r−R|.   (15)

The last term is what (12) neglected. At the origin of a cube, L(v_σ − v'_σ) = α₀ − πσ²/L² + Σ' erfc(nL/σ)/n. For σ = 0.5L this is 2.8373 − 0.7854 + 0.0286 = 2.0805. Such a wide Gaussian is not confined: at (0.4, 0.1, 0)L a finite-difference Laplacian of v_σ − v'_σ gives −7.290/L³, as does (3) with the image Gaussians summed, while the constant source (4) would give −4π/L³ = −12.566/L³.

**What each derivation assumes**

Both start from the convention (1) and a fixed ρ, and both give (3) for any lattice and any localised density. The first then uses confinement to reach (4), and from there nothing but properties of harmonic functions and symmetry. It yields DCC with its error bound and the form of (8), but it leaves α₀ and b₄ open and says nothing of the size of the tail error in (12). The zero of v' enters it through the boundary values alone. The second uses the lattice explicitly, needs no confinement to obtain w, and supplies α₀, b₄, the radius of convergence and the tail term; it contains no statement about boundary-value problems, so the bound on DCC errors is not among its products.

Cubic symmetry enters both in the form of (8): it removes the harmonic term of degree 2 and reduces degree 4 to a multiple of K₄. Without it (4) fixes the trace of the Hessian of w and nothing more. For a tetragonal cell with sides a, a, 1.5a, second differences of (13) with step 0.01a give w_xx = w_yy = −4.504/a³ and w_zz = +0.629/a³. The trace is −8.38/a³ = −4π/Ω, yet the curvature along z has the opposite sign to the isotropic parabola, so (9) and (10) do not apply there. DCC carries over, since (4) holds for any cell, and so does the GCC formula (15). In such a cell, however, the harmonic degree-2 term of w couples to the traceless quadrupole of ρ − ρ_G, so matching q, p and Q alone leaves an error of order 1/Ω; the error analysis below is for the cube.

The GCC error can be read from either side. With δ = ρ − ρ_G and confined Gaussians, the potential error is δ*w and the energy error is E_corr − ½∫ρ v_GCC = ½∫ρ (δ*w). If δ has vanishing q, p and Q, (9) shows that the first two terms of (8) contribute nothing. One Gaussian of charge q at r₀ achieves this when q r₀ = p and q(r₀² + 3σ²/2) = Q, that is

r₀ = p/q,  σ² = (2/3)(Q/q − p²/q²),   (16)

which needs q ≠ 0 and σ² > 0. At degree 4, K₄(r−r') = Σ_k (−r'·∇)^k K₄(r)/k!, with k = 0 to 4, and the k-th term is harmonic in r' of degree k. The terms k = 0, 1 vanish with the charge and dipole of δ; the terms k = 2, 3, 4 involve its quadrupole, octupole and hexadecapole and grow as r², r and 1. PCC drops in addition the convolution of ρ_G with the quartic term, which by the mean-value property is q b₄K₄(r−r₀)/L⁵ and grows as r⁴. So GCC removes the fastest-growing error towards the cell boundary, but its energy error stays of order L⁻⁵ unless those multipoles are matched or cancel.

**Worked example**

The model has round parameters: Gaussians of charge +1 and σ = 1 bohr at A = (1.5, 0, 0), B = (−1, 0.5, 0), C = (0, 0, 1) bohr, and one of charge −2 and σ = 1.2 bohr at the origin D, in a cube with L = 12 bohr, Ω = 1728 bohr³. The reference is the classical electrostatics of this rigid density; it leaves out relaxation of the density and everything quantum-mechanical. Transforms multiply under convolution, so two Gaussians interact as erf(r_ij/s_ij)/r_ij with s_ij² = σ_i² + σ_j², and

E = ½Σ_ij q_i q_j erf(r_ij/s_ij)/r_ij = 0.40538253 Ha,

where the terms i = j take the limit 2/(√π s_ii). From (1),

E' = (2π/Ω)Σ_{G≠0} |Σ_i q_i exp(−iG·r_i − σ_i²G²/4)|²/G² = 0.29125013 Ha,

so E_corr = 0.11413240 Ha = 3.1057 eV.

The moments are q = 1, p = (0.5, 0.5, 1) and Q = Σq_i(r_i² + 1.5σ_i²) = 2.25 + 1.25 + 1 + 4.5 − 4.32 = 4.68, so qQ − p² = 4.68 − 1.5 = 3.18. In (10) the first term is 2.837297/24 = 0.1182207 Ha and the second −2π·3.18/5184 = −0.0038543 Ha, so E_PCC = 0.1143665 Ha. The reference lies below it by 2.341×10⁻⁴ Ha (6.37 meV).

K₄ is harmonic, so by the mean-value property I₄ = Σ_ij q_i q_j K₄(r_i − r_j). The pairs AB, AC, BC give 13.775, −0.275, −0.975; AD, BD, CD give K₄ = 2.025, 0.125, 0.4, of sum 2.55 and weight −2. The total 7.425 counts twice, I₄ = 14.85, and E₄ = −1.25·3.10823·14.85/12⁵ = −2.319×10⁻⁴ Ha, which is 99% of the PCC error. What remains after E₄ is −2.19×10⁻⁶, −2.65×10⁻⁷ and −1.44×10⁻⁸ Ha at L = 12, 16, 24 bohr. The ratio of the last two is 18.4 against 1.5⁷ = 17.1 for a pure L⁻⁷ law; the excess comes from the L⁻⁹ term. Summing the Legendre series over the lattice at degrees 6 and 8, as was done for degree 4, gives −2.31×10⁻⁷ and −3.4×10⁻⁸ Ha at L = 16 bohr, −1.35×10⁻⁸ and −9×10⁻¹⁰ Ha at L = 24 bohr, and with both terms the ratio is 18.4. At the cell centre (9) gives 0.236441 − 0.005672 = 0.230769 Ha/e, the reference v − v' is 0.230689 Ha/e, and the degree-4 term −7.7706·2.55/12⁵ = −8.0×10⁻⁵ Ha/e accounts for the difference.

For GCC, (16) gives r₀ = (0.5, 0.5, 1) bohr and σ = √(3.18/1.5) = 1.456 bohr. On a grid of spacing 0.375 bohr, with v from error functions and v' from the Fourier series, the largest deviation from the reference potential anywhere in the cell is 0.0164 Ha/e for GCC and 0.0757 Ha/e for PCC. The energy does not follow: E_GCC = 0.1143797 Ha, with the reference lower by 2.473×10⁻⁴ Ha (6.73 meV), a slightly larger error than that of PCC. The degree-4 term explains this. It gives −(5/4)S₄[I₄ − qΣ_i q_i K₄(r_i − r₀)]/L⁵, where the sum is −0.975 − 0.275 − 0.025 + 0.45 = −0.825; the bracket is 15.675 instead of 14.85 and the estimate is −2.448×10⁻⁴ Ha. The energy samples v_corr where the charge is, and there the part of the quartic term that GCC restores is small and, in this model, of the unfavourable sign. When all four centres and charges are kept, all harmonic multipoles match: widths 1.2, 1.2, 1.2 and √2.1 ≈ 1.449 bohr (the exact root is used) preserve Σq_iσ_i² = 0.12 bohr² and hence Q, and change v_corr by no more than 2.4×10⁻⁸ Ha/e on the grid.

For DCC, v on the faces comes from a midpoint Coulomb sum over the density sampled at 0.5 bohr, v' from a fast Fourier transform of the density on a 32³ grid, and the source is −4π/1728 = −7.272×10⁻³. The linear system is solved by sine transforms; a multigrid solver would address the same equations. Leaving the source out lowers the result at the centre by 0.0589 Ha/e, a response of 0.0589/(7.272×10⁻³) = 8.1 bohr² per unit source. With the source, the largest deviation from the reference potential, taken over the points common to both grids, is 3.07×10⁻⁴ and 7.68×10⁻⁵ Ha/e for the 7-point operator at h = 0.75 and 0.375 bohr, a ratio of 4.0, and 2.2×10⁻⁶ and 1.4×10⁻⁷ Ha/e for the 19-point operator, a ratio of 15.4 against the 16 of a pure h⁴ law.

The 7-point error can be estimated from (8). Since ∂_x⁴K₄ = 24 − 14.4 = 9.6, the truncation term at h = 0.75 bohr is (0.5625/12)·28.8·(−7.7706)/12⁵ = −4.2×10⁻⁵. The difference reference minus DCC obeys the discrete equation with the truncation term as source and zero boundary values. Taking the constant degree-4 value for the source gives about 8.1·4.2×10⁻⁵ = 3.4×10⁻⁴ Ha/e near the centre, some 10% above the computed maximum. The omitted degrees above 4 account for most of the excess: they make the source vary over the cell and change sign, and in part of the cell the difference is even negative. The charge sits near the centre, where the difference is positive, so the energy error, reference minus DCC, is positive too, 1.42×10⁻⁴ Ha, and in size more than half the PCC error. With the 19-point operator on the same grid of 16 intervals per side, E_DCC = 0.1141328 Ha and the error is −3.9×10⁻⁷ Ha (−0.011 meV).
